# Why a photon mass leaves QED renormalizable

**Q:** I hold that QED with a photon mass $M$ cannot be renormalizable. With $\hbar=c=1$ and metric $(+,-,-,-)$, the massive vector propagator is
$$-i\,\frac{g_{\mu\nu}-k_\mu k_\nu/M^2}{k^2-M^2}.$$
At large $k$ its second term tends to a constant instead of falling as $1/k^2$. Take a graph with $V$ vertices, $I_A$ and $I_\psi$ internal photon and electron lines, and $E_A$ and $E_\psi$ external ones. It has $L=I_A+I_\psi-V+1$ loops, while $2I_A+E_A=V$ and $2I_\psi+E_\psi=2V$. The degree of divergence is then
$$4L-I_\psi=4+V-2E_A-\tfrac32E_\psi ,$$
which grows with $V$. Besides, the mass breaks gauge invariance, so $Z_1=Z_2$ must go too.

**A:** The counting is right for individual graphs in that form of the theory. It does not show that the divergences survive in a scattering amplitude, because it ignores what $k_\mu k_\nu$ is contracted with. Start with one photon exchanged between two on-shell electron currents. With $q=p'-p$,
$$\bar u'\slashed q u=\bar u'\big[(\slashed p'-m)-(\slashed p-m)\big]u=0 ,$$
so the $1/M^2$ term contributes nothing.

**Q:** Inside a larger graph the electron next to the vertex is off shell, and that identity fails.

**A:** It fails for one diagram and is restored in the sum. Let an electron emit momentum $k$ and interact with something else, $\slashed\epsilon$, going from $p$ to $p'$. Write $S(p)=(\slashed p-m)^{-1}$. If $k$ is emitted first, use $\slashed k=(\slashed p-m)-(\slashed p-\slashed k-m)$; if last, use $\slashed k=(\slashed p'+\slashed k-m)-(\slashed p'-m)$. The Dirac equation removes the external terms:
$$\bar u'\slashed\epsilon\,S(p-k)\slashed k\,u=-\bar u'\slashed\epsilon u,\qquad
\bar u'\slashed k\,S(p'+k)\slashed\epsilon\,u=+\bar u'\slashed\epsilon u .$$
In a numerical case with arbitrary spinor normalization each term has modulus 0.3829, and the sum is zero to rounding.

The same cancellation controls the longitudinal photon. For $k=(\omega,0,0,|\mathbf k|)$ its polarization is
$$\epsilon_L=\frac{(|\mathbf k|,0,0,\omega)}{M}=\frac kM-\frac{M}{\omega+|\mathbf k|}(1,0,0,-1),$$
because $(|\mathbf k|-\omega)/M=-M/(\omega+|\mathbf k|)$. The dangerous $k/M$ drops out, and the emission amplitude vanishes in proportion to $M$ as $M\to0$. Lowering $M$ from $0.1m$ to $0.01m$ at fixed $\mathbf k$ reduced the computed amplitude by a factor 9.79; it is not 10 because the prefactor $M/(\omega+|\mathbf k|)$ changes by 9.994 and the rest of the amplitude, which also depends on $M$, by 0.979. From $0.01m$ to $0.001m$ the factor is 9.998.

**Q:** Those are tree graphs. Is there a form of the theory in which the loop counting is safe from the start?

**A:** Yes, the Stueckelberg form. Add a scalar $\phi$ and write the mass term as $\frac12M^2(A-\partial\phi/M)^2$. With $D=\partial+ieA$, the Lagrangian is invariant under
$$A\to A+\partial\theta,\qquad \phi\to\phi+M\theta,\qquad \psi\to e^{-ie\theta}\psi .$$
The choice $\phi=0$ gives back your massive theory, the Proca form. Choose instead the gauge-fixing term $-(\partial\!\cdot\!A+\xi M\phi)^2/2\xi$ with finite $\xi>0$. The terms mixing $A$ and $\phi$ are
$$-MA\!\cdot\!\partial\phi-M\phi\,\partial\!\cdot\!A=-M\,\partial\!\cdot\!(A\phi),$$
a total derivative. What remains of $\phi$ is $\frac12(\partial\phi)^2-\frac12\xi M^2\phi^2$, a free field. The ghosts are free as well, since the gauge condition changes by $(\partial^2+\xi M^2)\theta$, which contains no field.

In momentum space the quadratic form of $A$ is $K=(M^2-k^2)g+(1-1/\xi)kk$. On vectors orthogonal to $k$ it equals $-(k^2-M^2)$; on $k$ itself it equals $M^2-k^2/\xi=-(k^2-\xi M^2)/\xi$. The propagator $iK^{-1}$ is therefore
$$-i\left[\frac{g-kk/k^2}{k^2-M^2}+\frac{kk}{k^2}\,\frac{\xi}{k^2-\xi M^2}\right]
=\frac{-i}{k^2-M^2}\left[g-\frac{(1-\xi)kk}{k^2-\xi M^2}\right].\tag{1}$$
At fixed $\xi$ it falls as $1/k^2$. Your count now contains an extra $-2I_A=-(V-E_A)$ and becomes $4-E_A-\frac32E_\psi$, independent of $V$, as in massless QED.

**Q:** You have changed the propagator. Why should the S-matrix be that of the Proca theory?

**A:** The Proca propagator is the limit $\xi\to\infty$ of (1), where $\xi/(k^2-\xi M^2)\to-1/M^2$. Since
$$\frac{\xi}{k^2-\xi M^2}+\frac1{M^2}=\frac{k^2}{M^2(k^2-\xi M^2)},$$
propagator (1) equals the Proca one plus $-i\,kk/[M^2(k^2-\xi M^2)]$. In perturbation theory this amounts to $A=B+\partial\chi$, with $B$ the Proca field and $\chi$ an independent Gaussian field of propagator $G(k)=-i/[M^2(k^2-\xi M^2)]$. The sign of $G$ is opposite to that of a physical scalar, which does not matter for Wick contractions.

Now set $\psi=e^{-ie\chi}\psi_B$. The derivative in $\bar\psi(i\slashed\partial-e\slashed B-e\slashed\partial\chi-m)\psi$ produces $+e\slashed\partial\chi$, which cancels the explicit term. So $\chi$ leaves the action, and
$$\langle\psi(x)\bar\psi(y)\rangle_\xi=\langle\psi(x)\bar\psi(y)\rangle_{\rm Proca}\;e^{-e^2[G(0)-G(x-y)]}.\tag{2}$$
I assume a regulator that respects this phase change. Correlators of neutral gauge-invariant operators, such as $F_{\mu\nu}$ and $\bar\psi\gamma^\mu\psi$, contain no $\chi$ and are unchanged.

For scattering, expand the exponential in $G(x-y)$. The $n$-th power carries momentum away from the end point in $n$ quanta of mass $\sqrt\xi M$, so it gives a cut starting at $m+n\sqrt\xi M$ and no electron pole. The same holds for factors $G$ joining different external points. What survives at the poles is $e^{-e^2G(0)/2}$ per electron leg, and the reduction formula divides it out as a change of $\sqrt{Z_2}$. For an external photon the added $\partial\chi$ gives $\epsilon\cdot k=0$. The S-matrix is thus independent of $\xi$ and equal to the Proca one.

**Q:** Power counting still allows a divergent $A^2$ or $(A^2)^2$ term. Gauge invariance is broken, so what forbids them?

**A:** Once the free $\phi$ is dropped, the non-invariant part of the action is
$$S_q=\int d^4x\left[\tfrac12M^2A^2-\tfrac1{2\xi}(\partial\!\cdot\!A)^2\right].$$
Under $\delta A=\partial\theta$, $\delta\psi=-ie\theta\psi$ it changes by $\int[M^2A\cdot\partial\theta-\frac1\xi(\partial\!\cdot\!A)\,\partial^2\theta]$, which is linear in $A$. Make this change of variables in the path integral with sources. Every term of the resulting identity is linear in the fields, so averages can be replaced by mean fields. The effective action $\Gamma$ then obeys $\delta\Gamma=\delta S_q$, and $\Gamma-S_q$ is invariant.

The loop divergences are therefore invariant. With dimension at most four and parity, they have the forms $F^2$, $\bar\psi i\slashed D\psi$ and $\bar\psi\psi$. Counterterms of these forms leave the structure of the action intact, so the argument repeats at each order. The mass term receives no counterterm. With bare field $A_0=\sqrt{Z_3}A$, the equalities $M_0^2A_0^2=M^2A^2$ and $e_0A_0=eA$ give
$$M_0^2=M^2/Z_3,\qquad e_0^2=e^2/Z_3 .$$
Here $M$ is the renormalized parameter; the pole of the photon propagator can differ from it by a finite amount.

**Q:** And $Z_1=Z_2$?

**A:** Use the same invariance. The part of $\Gamma-S_q$ bilinear in the electron field is $\bar\psi\mathcal S^{-1}\psi-eA_\mu\bar\psi\Gamma^\mu\psi$, with $\mathcal S^{-1}=\slashed p-m_0-\Sigma$ and $m_0$ the bare mass. Take $\theta=e^{-iq\cdot x}$. The variation of $A$ gives $+ie\,q_\mu\Gamma^\mu$, that of $\psi$ gives $-ie\,\mathcal S^{-1}(p+q)$, and that of $\bar\psi$ gives $+ie\,\mathcal S^{-1}(p)$. Their sum vanishes:
$$q_\mu\Gamma^\mu(p+q,p)=\mathcal S^{-1}(p+q)-\mathcal S^{-1}(p)\;\;\Rightarrow\;\;\Gamma^\mu(p,p)=\frac{\partial\mathcal S^{-1}}{\partial p_\mu}.\tag{3}$$
Write $\Sigma=a_1(p^2)+a_2(p^2)\slashed p$. Between on-shell spinors of equal momentum, $p^\mu\bar uu=m\,\bar u\gamma^\mu u$, so
$$\bar u\frac{\partial\Sigma}{\partial p_\mu}u=\big[2m(a_1'+ma_2')+a_2\big]\bar u\gamma^\mu u=\Sigma'(m)\,\bar u\gamma^\mu u ,$$
where $\Sigma'=d\Sigma/d\slashed p$. The residue of the electron pole is $Z_2=1/(1-\Sigma'(m))$, and $Z_1$ is defined by $\bar u\Gamma^\mu u=Z_1^{-1}\bar u\gamma^\mu u$. Equation (3) gives $Z_1^{-1}=1-\Sigma'(m)=Z_2^{-1}$. The photon mass plays no part, because the mass term contains no charged field.

**Q:** Show me at one loop where the $kk$ term goes.

**A:** Write propagator (1) as $-iD^{\mu\nu}$. The Feynman rules give $-i\Sigma=(-ie)^2\int\frac{d^4k}{(2\pi)^4}\,\gamma_\mu\,iS(p-k)\,\gamma_\nu(-iD^{\mu\nu})$. Rotating the energy contour, $d^4k=i\,d^4k_E$ and $k^2=-\kappa^2$, and treating the vertex correction $\Lambda^\mu$ likewise,
$$\Sigma=e^2\!\int_E\gamma_\mu S\gamma_\nu D^{\mu\nu},\qquad
\Lambda^\mu=e^2\!\int_E\gamma_\alpha S\gamma^\mu S\gamma_\beta D^{\alpha\beta},$$
with $\int_E=\int d^4k_E/(2\pi)^4$. The $kk$ part of $D$ is $-k^\mu k^\nu h$, where
$$h=\frac{1-\xi}{(\kappa^2+M^2)(\kappa^2+\xi M^2)}=\frac1{M^2}\left[\frac1{\kappa^2+\xi M^2}-\frac1{\kappa^2+M^2}\right].$$
Let $a=\slashed p-m$ and $b=a-\slashed k$, so $S=b^{-1}$. Then
$$\slashed k\,b^{-1}\slashed k=(a-b)b^{-1}(a-b)=ab^{-1}a-2a+b=ab^{-1}a-a-\slashed k .$$
The odd term $\slashed k$ integrates to zero, leaving
$$\Sigma_{kk}=-e^2\int_E h\,(ab^{-1}a-a).\tag{4}$$
On shell $a=0$, so the electron mass shift is unaffected. The $ab^{-1}a$ term is of second order in $a$, so $\Sigma'_{kk}(m)=+e^2\int_Eh$.

In the vertex, $\bar u'\slashed k\,b'^{-1}=-\bar u'$ and $b^{-1}\slashed k u=-u$, where $b'=\slashed p'-\slashed k-m$. The $kk$ part is therefore $-\gamma^\mu e^2\int_Eh$ at any momentum transfer. The change of $Z_2$ from the external legs cancels it.

To evaluate it, subtract the same expression with a Pauli–Villars photon mass $\Lambda$ in place of $M$. With $s=\kappa^2$, $\int_E=\frac1{16\pi^2}\int s\,ds$ and
$$s\,h=\frac1{s+M^2}-\frac{\xi}{s+\xi M^2}.$$
Integrated up to a large $s_0$, this gives $(1-\xi)\ln(s_0/M^2)+\xi\ln\xi$. Subtraction removes $s_0$ and $\xi\ln\xi$. Since $e^2=4\pi\alpha$,
$$Z_2(\xi)-Z_2(1)=\frac{\alpha}{4\pi}(1-\xi)\ln\frac{\Lambda^2}{M^2}.\tag{5}$$

**Q:** Put numbers in.

**A:** Take the round values $M=0.5m$ and $\Lambda=20m$. The vertex and self-energy were integrated separately from Dirac matrices, and $\Sigma'$ was taken by finite differences. In units of $\alpha/\pi$:

| $\xi$ | $Z_2-1$ | $Z_1-1$ | mass shift$/m$ |
|---|---|---|---|
| 0.5 | −0.0973 | −0.0973 | 4.2374 |
| 1 | −1.0195 | −1.0195 | 4.2374 |
| 4 | −6.5528 | −6.5528 | 4.2374 |
| 25 | −45.2860 | −45.2860 | 4.2374 |

For $\xi=4$, formula (5) gives $\frac14(1-4)\ln1600=-5.5333$, and $-1.0195-5.5333=-6.5528$. At $\xi=1$ the absolute value is $Z_1-1=Z_2-1=-2.37\times10^{-3}$. The equality also held at $M=0.2m$ and $2m$.

**Q:** $Z_2$ runs away as $\xi$ grows, and $\xi\to\infty$ is the Proca form. Is something of my objection left?

**A:** Yes, for off-shell electron functions. At large $\xi$ the $ab^{-1}a$ term in (4) also grows. Define $J(\mu^2)=\int_Eb^{-1}/(\kappa^2+\mu^2)$. For $k$ large compared with $p$ and $m$,
$$b^{-1}=-\frac{\slashed k}{k^2}-\frac{\slashed k(\slashed p-m)\slashed k}{k^4}-\dots$$
The first term is odd. In the second, $\slashed k\slashed p\slashed k=2k\!\cdot\!p\,\slashed k-k^2\slashed p$ averages to $-\frac12k^2\slashed p$, so $b^{-1}\to(\frac12\slashed p+m)/k^2=-(\frac12\slashed p+m)/\kappa^2$. Hence, for large $\mu$,
$$\frac{dJ}{d\mu^2}=\frac{\frac12\slashed p+m}{16\pi^2}\int_0^\infty\frac{ds}{(s+\mu^2)^2}=\frac{\frac12\slashed p+m}{16\pi^2\mu^2}.$$
So $J(\xi M^2)$ grows as $\ln\xi$, and (4) contains
$$-\frac{\alpha}{4\pi M^2}(\slashed p-m)^2\left(\tfrac12\slashed p+m\right)\ln\xi .$$
This is cubic in $\slashed p$, while $Z_2$ and the mass counterterm supply terms at most linear. At rest $\slashed p$ becomes the energy $w$, and the second derivative of $(w-m)^2(\frac w2+m)$ at $w=m$ is $3m$. The Pauli–Villars subtraction turns $1/M^2$ into $1/M^2-1/\Lambda^2$. Raising $\xi$ from $10^4$ to $4\times10^4$ should then change $d^2\Sigma/dw^2$ by $-\frac34(4-0.0025)\ln4=-4.156$ in units of $\alpha/(\pi m)$. The direct integration gave $-4.152$.

In Stueckelberg language the Proca electron field is $e^{ie\phi/M}\psi$, a non-polynomial composite. Its off-shell functions need counterterms absent from the Lagrangian, but the prefactor $(\slashed p-m)^2$ removes this term from the pole and its residue.

**Q:** Where would the argument really break down?

**A:** For a single abelian vector field, where the current is not conserved. For an axial coupling to a massive fermion,
$$\bar u'(\slashed p'-\slashed p)\gamma_5u=m\bar u'\gamma_5u+\bar u'\gamma_5\slashed pu=2m\,\bar u'\gamma_5u ,$$
so $kk/M^2$ leaves a term of order $m^2/M^2$ in the exchange.

The protection of the vector mass goes too. At zero photon momentum the Euclidean vacuum-polarization trace, averaged over directions and stripped of the coupling, is $-4(\frac12s\pm m^2)/(s+m^2)^2$, with $+$ for vector and $-$ for axial. Regulate with fermions of squared masses $m_i^2$ and weights $c_i$ obeying $\sum c_i=\sum c_im_i^2=0$, the physical one included with weight 1. In the vector case
$$\frac{s(\frac12s+m_i^2)}{(s+m_i^2)^2}=\frac{d}{ds}\,\frac{s^2}{2(s+m_i^2)} ,$$
and the boundary terms cancel in the sum: no photon mass is generated. The axial trace has an extra $8m_i^2/(s+m_i^2)^2$. Since $\int_0^{s_0}s\,ds/(s+m_i^2)^2\to\ln(s_0/m_i^2)-1$, it yields
$$\frac{8}{16\pi^2}\sum_ic_im_i^2\left[\ln\frac{s_0}{m_i^2}-1\right]=-\frac1{2\pi^2}\sum_ic_im_i^2\ln m_i^2 .$$
For squared masses 1, 4, 9 and weights 1, −1.6, 0.6 (in units of $m^2$ for the masses) this is $-0.1516\,m^2$. The numerical check reproduces it and finds zero, within integration error, for the vector current. That value alone does not show a divergence, and part of it comes from the regulators, whose masses also break axial conservation. To separate the two, let the regulator masses be $m_i^2=r_i\Lambda_f^2$ with fixed $r_2,r_3$. The conditions $c_2+c_3=-1$ and $c_2r_2+c_3r_3=-m^2/\Lambda_f^2$ make the weights linear in $m^2/\Lambda_f^2$, so $\Lambda_f^2\sum_{i>1}c_ir_i\ln r_i=C_0\Lambda_f^2+C_1m^2$ with constants $C_0,C_1$. Since $\sum_{i>1}c_im_i^2=-m^2$,
$$-\frac1{2\pi^2}\sum_ic_im_i^2\ln m_i^2=\frac{m^2}{2\pi^2}\ln\frac{\Lambda_f^2}{m^2}-\frac{C_0\Lambda_f^2+C_1m^2}{2\pi^2}.$$
The $C_0$ term survives at $m=0$ and belongs to this regulator. The logarithm has a coefficient independent of the $r_i$, vanishes at $m=0$ and diverges as $\Lambda_f\to\infty$. An axial vector field coupled to a massive fermion thus needs a mass counterterm of its own; the photon does not. Setting $m=0$ removes this logarithm but does not make the axial coupling safe: in the triangle graph with three axial vertices the regulator fermions leave a term in the divergence of the current that stays finite and non-zero as their masses grow. This is the anomaly, and it spoils conservation for a single massless Dirac fermion too.

## Computed values

```
Model: fermion mass m = 1 (unit of energy)
Pauli-Villars photon mass Lam = 20.0 m
alpha = 0.007297353 (dimensionless)
|q.J| vector current = 1.6e-16 (spinor units)
|q.J5| axial current = 4.8376 (spinor units)
Compton k.T, early emission: |T| = 0.3829 (spinor units)
Compton k.T, late emission: |T| = 0.3829 (spinor units)
Compton k.T, sum: |T| = 8.9e-16 (spinor units)
Longitudinal emission, M = 0.10 m: 0.017717 (spinor units)
Longitudinal emission, M = 0.01 m: 0.001810 (spinor units)
Ratio of these two amplitudes = 9.786
Photon mass scan at xi = 1; coefficients of alpha/pi
M = 0.2 m: dZ2 = -0.59570, dZ1 = -0.59570, Feynman formula = -0.59570
M = 0.5 m: dZ2 = -1.01947, dZ1 = -1.01947, Feynman formula = -1.01947
M = 2.0 m: dZ2 = -1.00069, dZ1 = -1.00069, Feynman formula = -1.00069
Gauge scan at M = 0.5 m; coefficients of alpha/pi
xi = 0.5: dZ2 = -0.09725, dZ1 = -0.09725, mass shift = 4.23742 m
xi = 1.0: dZ2 = -1.01947, dZ1 = -1.01947, mass shift = 4.23742 m
xi = 4.0: dZ2 = -6.55279, dZ1 = -6.55279, mass shift = 4.23742 m
xi = 25.0: dZ2 = -45.28602, dZ1 = -45.28602, mass shift = 4.23742 m
Absolute dZ2 = dZ1 at xi = 1, M = 0.5 m: -2.3680e-03
Off-shell d2Sigma/dw2 at w = m; coefficients of alpha/pi, unit 1/m
xi = 10000: -23.050; xi = 40000: -27.202
Growth = -4.1520, logarithmic formula = -4.1563
Vacuum polarization trace integral, coupling removed, unit m^2
Pauli-Villars fermion masses squared: 4 and 9 m^2; weights -1.60 and 0.60
Vector, K = 0: -1.8e-09
Vector, K = 1.5 m, longitudinal: -1.8e-09
Vector, K = 1.5 m, transverse: 0.01278
Axial, K = 0: -0.15161, formula: -0.15161
```
